# Single polar-face energies: the zincblende wedge and the wurtzite gauge: a program that tests the result

```python
# RESULT UNDER TEST
# A slab gives only the sum of two opposite polar-face energies. For zincblende,
# a wedge with two equivalent (111) faces and one (001) face gives a single one:
#   step/P = 2*side*sigma_A + base*sigma_001
# step: growth of excess energy X when the wedge height grows by one lattice
# constant; P: repeat length along the wedge; side, base: growth of face widths.
# In wurtzite a term c*n_z in the face energy remains free (a gauge).
# MODEL: one orbital per atom, anion orbitals filled by two electrons each,
# nearest-neighbour hopping, levels shifted per missing bond, anion-anion pair
# attraction. No long-range Coulomb energy and no relaxation of the atoms.
# Lengths inside the program are in lattice constants, energies in eV.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.spatial import ConvexHull

LATTICE_NM = 0.54
LEVEL = 2.0            # cation level +LEVEL, anion level -LEVEL
HOP = 1.0
AXIAL_WZ = 1.1         # hopping along the wurtzite axis
SHIFT_C, SHIFT_A = 0.1, 0.3   # level shifts per missing bond
PAIR_AA = -0.10        # energy of each anion-anion neighbour pair
BOND = np.sqrt(3) / 4
SPACING = 1 / np.sqrt(3)      # distance between (111) double layers
EPS = 1e-6
TO_NM2 = 1 / LATTICE_NM**2
TO_J = sc.e * 1e18


def neighbours(first, second, periods, distance):
    """Index pairs, cell indices and separation vectors at a given distance."""
    out_i, out_j, out_cell, out_vec = [], [], [], []
    for cell in itertools.product((-1, 0, 1), repeat=len(periods)):
        sep = second[None] + np.array(cell) @ periods - first[:, None]
        i, j = np.nonzero(abs(np.linalg.norm(sep, axis=2) - distance) < EPS)
        out_i.append(i)
        out_j.append(j)
        out_cell.append(np.tile(cell, (len(i), 1)))
        out_vec.append(sep[i, j])
    return (np.concatenate(out_i), np.concatenate(out_j),
            np.concatenate(out_cell), np.concatenate(out_vec))


def solve(cations, anions, periods, mesh, axial=HOP, detail=False):
    """Total energy; with detail also site parts and bond energies."""
    periods = np.array(periods, float)
    nc, na = len(cations), len(anions)
    i, j, cell, vec = neighbours(cations, anions, periods, BOND)
    aa = neighbours(anions, anions, periods, 1 / np.sqrt(2))[0]
    pair_site = 0.5 * PAIR_AA * np.bincount(aa, minlength=na)
    hop = np.where(abs(vec[:, 2]) > 0.99 * BOND, axial, HOP)
    level = np.concatenate([
        LEVEL - SHIFT_C * (4 - np.bincount(i, minlength=nc)),
        -LEVEL + SHIFT_A * (4 - np.bincount(j, minlength=na))])
    points = (np.arange(mesh) + 0.5) / mesh
    # k and -k have equal energies: half of the first axis is enough
    axes = [points[:mesh // 2]] + [points] * (len(periods) - 1)
    kpoints = list(itertools.product(*axes))
    total, occupation, bond = 0.0, np.zeros(nc + na), np.zeros(len(i))
    for k in kpoints:
        amplitude = -hop * np.exp(2j * np.pi * (cell @ np.array(k)))
        h = np.diag(level).astype(complex)
        np.add.at(h, (i, nc + j), amplitude)
        h[nc:, :nc] = h[:nc, nc:].conj().T
        if detail:
            values, vectors = np.linalg.eigh(h)
            filled = vectors[:, values < 0]
            rho = 2 * filled @ filled.conj().T
            occupation += rho.diagonal().real / len(kpoints)
            bond += 2 * (amplitude * rho[nc + j, i]).real / len(kpoints)
        else:
            values = np.linalg.eigvalsh(h)
        assert np.sum(values < 0) == na
        total += 2 * values[values < 0].sum() / len(kpoints)
    total += pair_site.sum()
    if not detail:
        return total
    site = level * occupation
    site[nc:] += pair_site
    return dict(total=total, site=site, bond=bond, i=i, j=j, vec=vec)


def stacked(cycle, layers, repeat, slab):
    """Double layers along the polar axis: cycle 3 zincblende, 2 wurtzite."""
    a1 = np.array([1, 0, 0]) / np.sqrt(2)
    a2 = np.array([0.5, np.sqrt(3) / 2, 0]) / np.sqrt(2)
    tau = (a1 + a2) / 3
    up = np.array([0, 0, SPACING])
    lateral = [p * a1 + q * a2 for p in range(repeat) for q in range(repeat)]
    cations = np.array([(m % cycle) * tau + r + m * up
                        for m in range(layers) for r in lateral])
    anions = np.array([((m - 1) % cycle) * tau + r + (m - 0.25) * up
                       for m in range(layers) for r in lateral])
    periods = [repeat * a1, repeat * a2]
    if slab:   # one outer atom in four is missing on each polar face
        return cations[:-1], anions[1:], periods
    return cations, anions, periods + [layers * up]


def fcc(limit):
    g = np.arange(-2 * limit, 2 * limit + 1)
    p = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
    return p[p.sum(axis=1) % 2 == 0] / 2.0


def is_integer(p):
    return np.all(abs(p - np.round(p)) < EPS, axis=1)


def wedge(n, cation_sides, outer_base):
    """Outer species ends the two sloping faces. The opposite wedge of the same
    crystal is, after inversion, this wedge with the two species exchanged."""
    floor = 0.0 if outer_base else 0.25

    def inside(p):
        x, y, z = p.T
        return ((abs(x + y) + z <= n + EPS) & (z >= floor - EPS)
                & (x - y >= -EPS) & (x - y < 2 - EPS))
    outer = fcc(n + 2)
    inner = outer + 0.25
    outer, inner = outer[inside(outer)], inner[inside(inner)]
    x, y, z = outer.T
    exposed = abs(abs(x + y) + z - n) < EPS
    if outer_base:
        exposed = exposed | (z < EPS)
    else:
        inner = inner[~((inner[:, 2] < 0.25 + EPS) & is_integer(inner - 0.25))]
    outer = outer[~(exposed & is_integer(outer))]
    return (outer, inner) if cation_sides else (inner, outer)


def slab_001(height, cation_ends):
    outer = fcc(height + 1)
    inner = outer + 0.25

    def inside(p):
        return (np.all(p[:, :2] > -EPS, axis=1) & np.all(p[:, :2] < 1 - EPS, axis=1)
                & (p[:, 2] > -EPS) & (p[:, 2] < height + EPS))
    outer, inner = outer[inside(outer)], inner[inside(inner)]
    ends = (outer[:, 2] < EPS) | (outer[:, 2] > height - EPS)
    outer = outer[~(ends & is_integer(outer))]
    return (outer, inner) if cation_ends else (inner, outer)


# ---- bulk references
bulk_zb_atoms = stacked(3, 3, 1, False)
bulk_wz_atoms = stacked(2, 2, 1, False)
bulk_zb = solve(*bulk_zb_atoms, 16, detail=True)
bulk_wz = solve(*bulk_wz_atoms, 16, axial=AXIAL_WZ, detail=True)
assert len(bulk_zb["i"]) == 12 and len(bulk_wz["i"]) == 8
pair_zb, pair_wz = bulk_zb["total"] / 3, bulk_wz["total"] / 2

# ---- (001) face energies from slabs with two equivalent faces
sigma_001 = {}
for cation_ends in (True, False):
    c, a = slab_001(6, cation_ends)
    assert len(c) == len(a)
    energy = solve(c, a, [[1, 0, 0], [0, 1, 0]], 12)
    sigma_001[cation_ends] = (energy - len(a) * pair_zb) / 2

# ---- growth of the wedge faces, from its corner points
corners = np.array([[0.5, 0.5, 0], [0, 0, 1], [-0.5, -0.5, 0]])
along = np.array([1, -1, 0]) / np.sqrt(2)
faces = np.array([np.cross(corners[(m + 1) % 3] - corners[m], along)
                  for m in range(3)])
if faces[2] @ np.array([0, 0, -1]) < 0:
    faces = -faces
widths = np.linalg.norm(faces, axis=1)
normals = faces / widths[:, None]
assert np.allclose(normals[0], np.array([1, 1, 1]) / np.sqrt(3))
assert np.allclose(normals[1], np.array([-1, -1, 1]) / np.sqrt(3))
assert np.allclose(widths, [np.sqrt(1.5), np.sqrt(1.5), np.sqrt(2)])
side, base = widths[0], widths[2]
odd_slab = np.prod(normals[0]) + np.prod(-normals[0])
odd_wedge = np.sum(widths * np.prod(normals, axis=1))
assert abs(odd_slab) < 1e-12 and abs(odd_wedge) > 0.1

# ---- single polar-face energies from wedges
SIZES = (5, 6, 7)
REPEAT = np.sqrt(2)


def wedge_face(cation_sides, outer_base):
    excess, surplus, atoms = [], [], []
    for n in SIZES:
        c, a = wedge(n, cation_sides, outer_base)
        energy = solve(c, a, [[1, -1, 0]], 8)
        excess.append(energy - len(a) * pair_zb)
        surplus.append(len(c) - len(a))
        atoms.append(len(c) + len(a))
    assert len(set(surplus)) == 1        # compensated faces at every size
    steps = np.diff(excess)
    assert abs(steps[1] - steps[0]) < 1e-3   # edge energy is constant
    base_cation = cation_sides == outer_base
    sigma = (steps[1] / REPEAT - base * sigma_001[base_cation]) / (2 * side)
    return sigma, excess, steps, surplus[0], atoms


sigma_a, excess, steps, surplus, atoms = wedge_face(True, True)
sigma_a_other = wedge_face(True, False)[0]
sigma_b = wedge_face(False, True)[0]
TOL = 1e-3 / TO_NM2    # finite size and k mesh: 0.001 eV/nm^2
assert abs(sigma_a - sigma_a_other) < TOL

# ---- slabs along the polar axis, and local bookkeeping of their energy
AREA = np.sqrt(3)      # area of the 2x2 surface cell
LAYERS = 14


def polar_slab(cycle, pair, axial):
    c, a, periods = stacked(cycle, LAYERS, 2, True)
    data = solve(c, a, periods, 8, axial=axial, detail=True)
    total = (data["total"] - len(a) * pair) / AREA
    z = np.concatenate([c, a])[:, 2]
    # cut position averaged over two double layers in the middle of the slab
    weight = np.clip((z - z.mean()) / (2 * SPACING) + 0.5, 0, 1)
    upper = []
    for share in (0.0, 0.5, 1.0):   # part of each bond energy given to cation
        q = data["site"].copy()
        np.add.at(q, data["i"], share * data["bond"])
        np.add.at(q, len(c) + data["j"], (1 - share) * data["bond"])
        q[len(c):] -= pair
        upper.append(np.sum(weight * q) / AREA)
    return total, np.array(upper)


sum_zb, local_zb = polar_slab(3, pair_zb, HOP)
sum_wz, local_wz = polar_slab(2, pair_wz, AXIAL_WZ)
assert abs(sigma_a + sigma_b - sum_zb) < TOL
assert np.all(abs(local_zb - sigma_a) < TOL)
assert abs(sigma_a - sigma_b) > 10 * TOL     # half the slab sum is wrong
# moved energy dipole per volume, from bulk bonds only (pair volume 1/4)
gauge_zb = -np.sum(bulk_zb["bond"] * bulk_zb["vec"][:, 2]) / (3 / 4)
gauge_wz = -np.sum(bulk_wz["bond"] * bulk_wz["vec"][:, 2]) / (2 / 4)
assert abs(gauge_zb) < TOL
assert abs(gauge_wz) > 10 * TOL
assert abs(local_wz[2] - local_wz[0] - gauge_wz) < TOL


# ---- which constant vectors survive the crystal symmetry
def star_set(star):
    return frozenset(map(tuple, np.round(star, 3) + 0.0))


def invariant_projector(candidates, stars):
    known = {star_set(s) for s in stars}
    kept = [g for g in candidates if all(star_set(s @ g.T) in known for s in stars)]
    return len(kept), np.mean(kept, axis=0)


cubic = [np.diag(s) @ np.eye(3)[list(p)]
         for s in itertools.product((1, -1), repeat=3)
         for p in itertools.permutations(range(3))]
hexagonal = []
for m in range(6):
    co, si = np.cos(m * np.pi / 3), np.sin(m * np.pi / 3)
    turn = np.array([[co, -si, 0], [si, co, 0], [0, 0, 1]])
    for sx, sz in itertools.product((1, -1), repeat=2):
        hexagonal.append(turn @ np.diag([sx, 1, sz]))
star_zb = [np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]]) / 4]
star_wz = [bulk_wz["vec"][bulk_wz["i"] == m] for m in (0, 1)]
order_zb, keep_zb = invariant_projector(cubic, star_zb)
order_wz, keep_wz = invariant_projector(hexagonal, star_wz)
assert order_zb == 24 and np.allclose(keep_zb, 0)
assert order_wz == 12 and np.allclose(keep_wz, np.diag([0, 0, 1]))

# ---- a constant vector is invisible to any closed body
points = np.random.default_rng(3).normal(size=(30, 3))
hull = ConvexHull(points)
closure = np.zeros(3)
for simplex, plane in zip(hull.simplices, hull.equations):
    p, q, r = points[simplex]
    closure += 0.5 * np.linalg.norm(np.cross(q - p, r - p)) * plane[:3]
assert np.allclose(closure, 0, atol=1e-10)


# ---- mean field inside a stack of charged planes, unit sheet charge
def inner_field(coverage):
    m = np.arange(20)
    z = np.concatenate([m, m - 0.25])
    q = np.concatenate([np.ones(20), -np.ones(20)])
    q[19], q[20] = coverage, -coverage

    def potential(height):
        return -0.5 * np.sum(q * abs(height - z))
    return abs(potential(10.1) - potential(9.1))


field_full, field_three_quarters = inner_field(1.0), inner_field(0.75)
assert abs(field_full - 0.25) < 1e-10 and field_three_quarters < 1e-10

# ---- size of neglected effects
PERMITTIVITY = 8.0
CONTACT_V = 0.5
TEMPERATURE = 300.0
cell_nm2 = np.sqrt(3) / 4 * LATTICE_NM**2
sheet = sc.e / (cell_nm2 * 1e-18)
polar_charge = field_full * sheet
polar_field = polar_charge / (sc.epsilon_0 * PERMITTIVITY)
limit_nm = 2 * LEVEL / polar_field * 1e9
outside = 2 * np.pi - np.arctan(np.sqrt(2))
fringe = quad(lambda r: 0.5 * sc.epsilon_0 * (CONTACT_V / (outside * r))**2
              * outside * r, SIZES[1], SIZES[2])[0]
log_size = np.log(SIZES[2] / SIZES[1])
assert np.isclose(fringe, sc.epsilon_0 * CONTACT_V**2 * log_size / (2 * outside))
per_face = 1e-9 / sc.e / (2 * side * LATTICE_NM)    # J/m to eV/nm^2
fringe_error = 2 * fringe * per_face
line = surplus * sc.e / (REPEAT * LATTICE_NM * 1e-9)
line_energy = quad(lambda r: 0.5 * sc.epsilon_0
                   * (line / (2 * np.pi * sc.epsilon_0 * r))**2
                   * 2 * np.pi * r, SIZES[1], SIZES[2])[0]
assert np.isclose(line_energy, line**2 * log_size / (4 * np.pi * sc.epsilon_0))
line_error = line_energy * per_face
thermal = sc.k * TEMPERATURE / sc.e / cell_nm2


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("lattice constant", LATTICE_NM, "nm", 2)
show("level splitting", 2 * LEVEL, "eV", 1)
show("hopping", HOP, "eV", 1)
show("wurtzite axial hopping", AXIAL_WZ, "eV", 1)
show("cation level lowering per missing bond", SHIFT_C, "eV", 1)
show("anion level raising per missing bond", SHIFT_A, "eV", 1)
show("anion-anion pair energy", PAIR_AA, "eV", 2)
show("zincblende bulk energy per pair", pair_zb, "eV")
for n, number, value in zip(SIZES, atoms, excess):
    print(f"wedge height {n} a: {number} atoms, X = {value:.4f} eV per repeat")
show("wedge repeat length", REPEAT * LATTICE_NM, "nm")
show("X step, first", steps[0], "eV")
show("X step, second", steps[1], "eV")
show("growth of each (111) width", side * LATTICE_NM, "nm")
show("growth of (001) width", base * LATTICE_NM, "nm")
show("sigma_001, cation end", sigma_001[True] * TO_NM2, "eV/nm^2")
show("sigma_001, anion end", sigma_001[False] * TO_NM2, "eV/nm^2")
show("sigma_A, wedge on cation base", sigma_a * TO_NM2, "eV/nm^2")
show("sigma_A, wedge on anion base", sigma_a_other * TO_NM2, "eV/nm^2")
show("sigma_B, opposite wedge", sigma_b * TO_NM2, "eV/nm^2")
show("sigma_A + sigma_B, wedges", (sigma_a + sigma_b) * TO_NM2, "eV/nm^2")
show("sigma_A + sigma_B, slab", sum_zb * TO_NM2, "eV/nm^2")
show("half of slab sum", sum_zb / 2 * TO_NM2, "eV/nm^2")
show("sigma_A converted", sigma_a * TO_NM2 * TO_J, "J/m^2", 3)
show("sigma_B converted", sigma_b * TO_NM2 * TO_J, "J/m^2", 3)
for share, zb, wz in zip((0, 0.5, 1), local_zb, local_wz):
    print(f"cation bond share {share}: local sigma zincblende A "
          f"{zb * TO_NM2:.4f}, wurtzite (0001) {wz * TO_NM2:.4f} eV/nm^2")
show("wurtzite slab sum", sum_wz * TO_NM2, "eV/nm^2")
show("wurtzite shift, share 0 to 1, from bulk bonds", gauge_wz * TO_NM2, "eV/nm^2")
print(f"symmetry operations: zincblende {order_zb}, wurtzite {order_wz}")
show("invariant vectors, zincblende", np.trace(keep_zb), "", 0)
show("invariant vectors, wurtzite", np.trace(keep_wz), "", 0)
show("n_x n_y n_z summed over wedge widths", odd_wedge, "a")
show("mean field / sheet field, full face", field_full, "")
show("mean field / sheet field, 3/4 face", field_three_quarters, "")
show("relative permittivity", PERMITTIVITY, "", 0)
show("uncompensated charge, ions +-e", polar_charge * 100, "uC/cm^2", 1)
show("its field", polar_field / 1e8, "MV/cm", 1)
show("thickness where drop equals splitting", limit_nm, "nm", 2)
show("assumed contact step", CONTACT_V, "V", 1)
show("fringe-field error in sigma_A", fringe_error, "eV/nm^2", 5)
print(f"net cation surplus at edges: {surplus} per repeat")
show("unscreened net edge-charge error in sigma_A", line_error, "eV/nm^2")
show("temperature", TEMPERATURE, "K", 0)
show("thermal scale kT per (111) surface cell", thermal, "eV/nm^2")
print("all tests passed")
```

It prints:

```
lattice constant: 0.54 nm
level splitting: 4.0 eV
hopping: 1.0 eV
wurtzite axial hopping: 1.1 eV
cation level lowering per missing bond: 0.1 eV
anion level raising per missing bond: 0.3 eV
anion-anion pair energy: -0.10 eV
zincblende bulk energy per pair: -6.1387 eV
wedge height 5 a: 222 atoms, X = 48.4477 eV per repeat
wedge height 6 a: 314 atoms, X = 58.8589 eV per repeat
wedge height 7 a: 422 atoms, X = 69.2702 eV per repeat
wedge repeat length: 0.7637 nm
X step, first: 10.4112 eV
X step, second: 10.4112 eV
growth of each (111) width: 0.6614 nm
growth of (001) width: 0.7637 nm
sigma_001, cation end: 7.1941 eV/nm^2
sigma_001, anion end: 7.9333 eV/nm^2
sigma_A, wedge on cation base: 6.1533 eV/nm^2
sigma_A, wedge on anion base: 6.1533 eV/nm^2
sigma_B, opposite wedge: 6.7500 eV/nm^2
sigma_A + sigma_B, wedges: 12.9033 eV/nm^2
sigma_A + sigma_B, slab: 12.9033 eV/nm^2
half of slab sum: 6.4516 eV/nm^2
sigma_A converted: 0.986 J/m^2
sigma_B converted: 1.081 J/m^2
cation bond share 0: local sigma zincblende A 6.1533, wurtzite (0001) 5.9080 eV/nm^2
cation bond share 0.5: local sigma zincblende A 6.1533, wurtzite (0001) 6.3174 eV/nm^2
cation bond share 1: local sigma zincblende A 6.1533, wurtzite (0001) 6.7267 eV/nm^2
wurtzite slab sum: 13.2481 eV/nm^2
wurtzite shift, share 0 to 1, from bulk bonds: 0.8187 eV/nm^2
symmetry operations: zincblende 24, wurtzite 12
invariant vectors, zincblende: 0
invariant vectors, wurtzite: 1
n_x n_y n_z summed over wedge widths: 0.4714 a
mean field / sheet field, full face: 0.2500
mean field / sheet field, 3/4 face: 0.0000
relative permittivity: 8
uncompensated charge, ions +-e: 31.7 uC/cm^2
its field: 44.8 MV/cm
thickness where drop equals splitting: 0.89 nm
assumed contact step: 0.5 V
fringe-field error in sigma_A: 0.00030 eV/nm^2
net cation surplus at edges: 2 per repeat
unscreened net edge-charge error in sigma_A: 1.1510 eV/nm^2
temperature: 300 K
thermal scale kT per (111) surface cell: 0.2047 eV/nm^2
all tests passed
```
